**Jahn-Teller energy and Kramers pairs of a J = 3/2 acceptor**

A hole quartet coupled with strength V to a tetragonal doublet of stiffness K gains the static energy E_JT = V²/(2K) and splits into two Kramers pairs 4E_JT apart. The program builds the coupling from the spin matrices and asserts that direct minimization of the lowest level reproduces this energy and the trough strain, and that diagonalization at that strain gives the gap. It asserts that the pairs stay degenerate under a general strain, with and without quantum vibrations, that a magnetic field splits them, and that the levels of an integer spin J = 2 split into singlets. Diagonalization of the vibronic Hamiltonian is compared with the weak-coupling lowering 2E_JT and with the strong-coupling formula. For rough gallium-in-silicon inputs the output shows E_JT = 0.16 meV against a phonon quantum of 6.1 meV, so a static distorted geometry is not a valid description. The vibronic ground level is a quartet, as it is for any strength of the linear coupling. The program also sizes neglected effects: the trigonal static gain, 0.23 meV, exceeds the tetragonal one, and elastic continuity reduces the tetragonal gain to 0.07 meV.

## Numerical verification

```python
"""Jahn-Teller effect of an acceptor quartet (J = 3/2) and a tetragonal doublet.

Result under test: for H = P^2/2M + K Q^2/2 + V (Qt rho_t + Qe rho_e), with
rho_t = Jz^2 - J^2/3 and rho_e = (Jx^2 - Jy^2)/sqrt(3), the static energy gain
is V^2/(2K), and all levels stay at least twofold (Kramers pairs).
Symbols: b, d = tetragonal and trigonal deformation potentials (hole energy);
eta = tetragonal strain, Q = R eta; R, volume = radius and volume of the ball
that carries the strain; c11, c12, c44 = elastic constants; M, K = mass and
stiffness of the mode. Example: Ga acceptor in Si with rough typical inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize

hbar, kB, eV = const.hbar, const.k, const.e
meV, nm = 1e-3 * eV, 1e-9
mu_B = const.physical_constants["Bohr magneton"][0]

# rough typical inputs
binding = 70 * meV
kappa = 11.7
c11, c12, c44 = 166e9, 64e9, 80e9
density = 2330.0
b, d = -1.5 * eV, -4.0 * eV
split_off = 44 * meV


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / (2j),
            np.diag(m)]


def strain_hamiltonian(strain, J, b_pot, d_pot):
    J2 = sum(A @ A for A in J)
    H = np.zeros(J2.shape, complex)
    for i in range(3):
        H += b_pot * strain[i, i] * (J[i] @ J[i] - J2 / 3)
        for k in range(i + 1, 3):
            sym = (J[i] @ J[k] + J[k] @ J[i]) / 2
            H += 2 * d_pot / np.sqrt(3) * strain[i, k] * sym
    return H


def tetragonal_strain(eta_t, eta_e):
    s = eta_e / np.sqrt(3)
    return np.diag([-eta_t / 3 + s, -eta_t / 3 - s, 2 * eta_t / 3])


def elastic_energy(strain, volume):
    e = np.diag(strain)
    shear = strain[0, 1]**2 + strain[0, 2]**2 + strain[1, 2]**2
    cross = e[0] * e[1] + e[1] * e[2] + e[2] * e[0]
    return volume * (c11 * (e @ e) / 2 + c12 * cross + 2 * c44 * shear)


def pair_splitting(levels):
    return np.max(np.abs(levels[1::2] - levels[0::2]))


J = spin_matrices(1.5)
rho_t = strain_hamiltonian(tetragonal_strain(1, 0), J, 1, 0)
rho_e = strain_hamiltonian(tetragonal_strain(0, 1), J, 1, 0)
one4 = np.eye(4)
assert np.allclose(rho_t, np.diag([1, -1, -1, 1]))
assert np.allclose(rho_t, J[2] @ J[2] - 1.25 * one4)
assert np.allclose(rho_e, (J[0] @ J[0] - J[1] @ J[1]) / np.sqrt(3))
assert np.allclose(rho_t @ rho_t, one4) and np.allclose(rho_e @ rho_e, one4)
assert np.allclose(rho_t @ rho_e + rho_e @ rho_t, 0)

# size of the hole: hydrogenic envelope and its participation volume
a_hole = eV**2 / (8 * np.pi * const.epsilon_0 * kappa * binding)
volume = 8 * np.pi * a_hole**3
R = (3 * volume / (4 * np.pi))**(1 / 3)
fourth_power = quad(lambda r: 4 * np.pi * r**2
                    * (np.exp(-2 * r) / np.pi)**2, 0, 40)[0]
assert abs(fourth_power * volume / a_hole**3 - 1) < 1e-7

# directions and weights for averages over the sphere
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(32)
phi = 2 * np.pi * np.arange(64) / 64
C, F = np.meshgrid(cos_nodes, phi, indexing="ij")
S = np.sqrt(1 - C**2)
directions = np.stack([S * np.cos(F), S * np.sin(F), C], -1).reshape(-1, 3)
weights = np.repeat(cos_weights / 2, 64) / 64

# mode parameters, checked against integrals over the strained ball
V = abs(b) / R
K = 2 * (c11 - c12) * volume / (3 * R**2)
M = 2 * density * volume / 15
omega = np.sqrt(5 * (c11 - c12) / density) / R
for unit in (tetragonal_strain(1, 0), tetragonal_strain(0, 1)):
    K_def = 2 * elastic_energy(unit, volume) / R**2
    u2 = weights @ np.sum((directions @ unit)**2, axis=1)
    M_def = density * 4 * np.pi * u2 * quad(lambda x: x**4, 0, 1)[0] * R**3
    assert abs(K_def / K - 1) < 1e-10 and abs(M_def / M - 1) < 1e-10
    assert abs(np.sqrt(K_def / M_def) / omega - 1) < 1e-10
quantum = hbar * omega
E_JT = 3 * b**2 / (4 * (c11 - c12) * volume)
assert abs(V**2 / (2 * K) / E_JT - 1) < 1e-12
eta_0 = V / K / R


# static energy gain: direct minimization of the lowest level
def static_energy(strain):
    H = strain_hamiltonian(strain, J, b, d)
    return (np.linalg.eigvalsh(H)[0] + elastic_energy(strain, volume)) / meV


for start in ([1.0, 0.3], [-2.0, 1.0], [0.4, -3.0]):
    fit = minimize(lambda x: static_energy(tetragonal_strain(*(x * 1e-4))),
                   start, method="BFGS")
    assert abs(-fit.fun * meV / E_JT - 1) < 1e-5
    assert abs(np.hypot(*fit.x) * 1e-4 / eta_0 - 1) < 1e-3
trough = [static_energy(tetragonal_strain(eta_0 * np.cos(t),
                                          eta_0 * np.sin(t)))
          for t in np.linspace(0, 2 * np.pi, 13)]
assert np.ptp(trough) < 1e-9 * E_JT / meV
H_well = strain_hamiltonian(tetragonal_strain(eta_0, 0), J, b, d)
well_levels = np.linalg.eigvalsh(H_well)
gap = well_levels[2] - well_levels[0]
assert abs(gap / (4 * E_JT) - 1) < 1e-10
# for b < 0 and elongation along z, the lower pair is m = +-3/2
assert H_well[0, 0].real < H_well[1, 1].real

# Kramers pairs under a general strain; integer spin as counterexample
general = 1e-4 * np.array([[-0.6, 0.2, -0.1], [0.2, -0.2, 0.3],
                           [-0.1, 0.3, 0.8]])
H_general = strain_hamiltonian(general, J, b, d) / meV
assert pair_splitting(np.linalg.eigvalsh(H_general)) < 1e-12
J_int = spin_matrices(2)
H_int = strain_hamiltonian(general, J_int, b, d) / meV
int_levels = np.linalg.eigvalsh(H_int)
int_gap = np.min(np.diff(int_levels))
assert int_gap > 1e-3 * np.ptp(int_levels)
for spins, H, sign in ((J, H_general, -1), (J_int, H_int, 1)):
    U = expm(-1j * np.pi * spins[1])
    assert np.allclose(U @ U.conj(), sign * np.eye(len(U)))
    assert np.allclose(U @ H.conj() @ U.conj().T, H)
ground = np.linalg.eigh(H_general)[1][:, 0]
partner = expm(-1j * np.pi * J[1]) @ ground.conj()
assert abs(np.vdot(ground, partner)) < 1e-12
zeeman = mu_B * 1.0 * J[2]          # g = 1 and 1 T along z
field_levels = np.linalg.eigvalsh(H_well + zeeman)
field_split = field_levels[1] - field_levels[0]
assert field_split > 0.1 * mu_B


# vibronic levels in units of the phonon quantum
def vibronic_levels(coupling, cutoff, static=None):
    n = np.arange(cutoff + 1)
    x = np.diag(np.sqrt(n[1:]), 1)
    x = x + x.T
    one = np.eye(cutoff + 1)
    total = np.add.outer(n, n).ravel()
    keep = np.flatnonzero(total <= cutoff)
    pick = np.ix_(keep, keep)
    H = np.kron(np.diag(total[keep] + 1.0), one4)
    H = H + coupling * np.kron(np.kron(x, one)[pick], rho_t.real)
    H = H + coupling * np.kron(np.kron(one, x)[pick], rho_e.real)
    if static is not None:
        H = H + np.kron(np.eye(len(keep)), static)
    return np.linalg.eigvalsh(H)


x_zp = np.sqrt(hbar / (2 * M * omega))
eta_zp = x_zp / R
coupling = V * x_zp / quantum
ratio = E_JT / quantum
levels = vibronic_levels(coupling, 12)
assert abs(levels[0] - vibronic_levels(coupling, 9)[0]) < 1e-9
assert np.ptp(levels[:4]) < 1e-10 and levels[4] - levels[0] > 0.1
lowering = (1 - levels[0]) * quantum
first_excitation = (levels[4] - levels[0]) * quantum

weak = 1e-3
weak_lowering = 1 - vibronic_levels(np.sqrt(weak), 8)[0]
assert abs(weak_lowering / (2 * weak) - 1) < 3 * weak   # next order in weak
strong = 6.0
strong_lowering = 1 - vibronic_levels(np.sqrt(strong), 28)[0]
strong_formula = strong + 0.5 - 1 / (16 * strong)
# the angular term has relative corrections of order 1/strong
assert abs((strong + 0.5 - strong_lowering) * 16 * strong - 1) < 0.25

static = H_general * meV / quantum
strained = vibronic_levels(coupling, 8, static)
assert pair_splitting(strained) < 1e-10
assert strained[2] - strained[0] > 1e-3
in_field = vibronic_levels(coupling, 8, static + zeeman / quantum)
assert in_field[1] - in_field[0] > 1e-3

# neglected: trigonal distortions
E_trig = d**2 / (8 * c44 * volume)


def trigonal_strain(xy, xz, yz):
    return np.array([[0, xy, xz], [xy, 0, yz], [xz, yz, 0]])


fit = minimize(lambda x: static_energy(trigonal_strain(*(x * 1e-4))),
               [1.0, -0.5, 0.8], method="BFGS")
assert abs(-fit.fun * meV / E_trig - 1) < 1e-5
fit = minimize(lambda x: static_energy(tetragonal_strain(*(x[:2] * 1e-4))
                                       + trigonal_strain(*(x[2:] * 1e-4))),
               [1.0, 0.5, 1.0, -1.0, 0.7], method="BFGS")
E_all = -fit.fun * meV
assert abs(E_all / max(E_JT, E_trig) - 1) < 1e-4


# neglected: the strain field must fit together in a continuous crystal
def continuum_gain(D, C11, C12, C44):
    gamma = (C12 + C44) * np.einsum("ni,nj->nij", directions, directions)
    for i in range(3):
        gamma[:, i, i] += C44 + (C11 - C12 - 2 * C44) * directions[:, i]**2
    force = directions @ D
    response = np.linalg.solve(gamma, force[:, :, None])[:, :, 0]
    return weights @ np.sum(force * response, axis=1) / (2 * volume)


D_t = b * np.diag([-0.5, -0.5, 1.0])
D_e = b * np.sqrt(3) / 2 * np.diag([1.0, -1.0, 0.0])
D_xy = d / 2 * trigonal_strain(1, 0, 0)
iso_shear, iso_long = 60e9, 180e9
iso = continuum_gain(D_t, iso_long, iso_long - 2 * iso_shear, iso_shear)
iso_formula = b**2 * (0.3 / iso_shear + 0.2 / iso_long) / (2 * volume)
assert abs(iso / iso_formula - 1) < 1e-10
E_cont = continuum_gain(D_t, c11, c12, c44)
E_cont_trig = continuum_gain(D_xy, c11, c12, c44)
assert abs(continuum_gain(D_e, c11, c12, c44) / E_cont - 1) < 1e-6
assert E_cont < E_JT and E_cont_trig < E_trig

# neglected: virtual mixing with the split-off pair (orbital L = 1, spin 1/2)
L = [np.kron(A, np.eye(2)) for A in spin_matrices(1)]
spin = [np.kron(np.eye(3), A) for A in spin_matrices(0.5)]
LS = sum(A @ B for A, B in zip(L, spin))
P_half = (0.5 * np.eye(6) - LS) / 1.5
P_quartet = np.eye(6) - P_half
mixing = np.zeros((6, 6), complex)
for unit in (tetragonal_strain(1, 0), tetragonal_strain(0, 1)):
    O = strain_hamiltonian(unit, L, 3, 0)
    inside = np.linalg.eigvalsh(P_quartet @ O @ P_quartet)
    assert np.allclose(inside, [-1, -1, 0, 0, 1, 1])
    mixing += P_quartet @ O @ P_half @ O @ P_quartet
assert np.allclose(mixing, 2 * P_quartet)
E_mix = 2 * (b * eta_zp)**2 / (split_off + quantum)

speed = np.sqrt((c11 - c12) / (2 * density))
leakage = hbar * speed / R
stray = np.linalg.eigvalsh(
    strain_hamiltonian(tetragonal_strain(1e-4, 0), J, b, d))
stray_split = stray[2] - stray[0]

print("ROUGH INPUTS, Ga acceptor in Si")
print(f"binding energy = {binding/meV:.0f} meV")
print(f"relative permittivity = {kappa:.1f}")
print(f"C11, C12, C44 = {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"density = {density:.0f} kg/m^3")
print(f"deformation potentials b, d = {b/eV:.1f}, {d/eV:.1f} eV")
print(f"spin-orbit splitting = {split_off/meV:.0f} meV")
print("MODE")
print(f"hydrogenic radius a = {a_hole/nm:.3f} nm")
print(f"participation volume = {volume/nm**3:.2f} nm^3")
print(f"ball radius R = {R/nm:.3f} nm")
print(f"coupling V = {V*nm/eV:.3f} eV/nm")
print(f"stiffness K = {K:.1f} N/m")
print(f"mass M = {M:.3e} kg")
print(f"angular frequency = {omega:.3e} rad/s")
print(f"phonon quantum = {quantum/meV:.3f} meV")
print("STATIC RESULT")
print(f"E_JT = {E_JT/meV:.4f} meV = {E_JT:.3e} J")
print(f"strain at the trough = {eta_0:.3e}")
print(f"displacement Q0 = {eta_0*R/1e-12:.3f} pm")
print(f"vertical gap between pairs = {gap/meV:.4f} meV")
print("QUANTUM RESULT")
print(f"E_JT / phonon quantum = {ratio:.4f}")
print(f"zero-point strain, one component = {eta_zp:.3e}")
print(f"zero-point / trough strain = {eta_zp/eta_0:.2f}")
print(f"vibronic lowering, diagonalized = {lowering/meV:.4f} meV")
print(f"weak-coupling value 2 E_JT = {2*E_JT/meV:.4f} meV")
print(f"first vibronic excitation = {first_excitation/meV:.3f} meV")
print(f"strong test: E_JT = {strong:.1f} quanta")
print(f"  lowering, diagonalized = {strong_lowering:.5f} quanta")
print(f"  lowering, formula = {strong_formula:.5f} quanta")
print("KRAMERS CHECKS")
print(f"J=2 smallest gap, general strain = {int_gap:.4f} meV")
print(f"static lower pair split, g=1, 1 T = {field_split/meV:.4f} meV")
print("NEGLECTED EFFECTS")
print(f"trigonal static gain, ball = {E_trig/meV:.4f} meV")
print(f"best gain over all traceless strains = {E_all/meV:.4f} meV")
print(f"tetragonal gain, continuous crystal = {E_cont/meV:.4f} meV")
print(f"trigonal gain, continuous crystal = {E_cont_trig/meV:.4f} meV")
print(f"continuum/ball, tetragonal = {E_cont/E_JT:.3f}")
print(f"split-off mixing shift = {E_mix/meV:.4f} meV")
print(f"shear speed = {speed/1e3:.2f} km/s")
print(f"leakage scale hbar v/R = {leakage/meV:.3f} meV")
print(f"pair gap from stray strain 1e-4 = {stray_split/meV:.3f} meV")
print(f"thermal energy at 4.2 K = {kB*4.2/meV:.3f} meV")
print(f"thermal energy at 300 K = {kB*300/meV:.2f} meV")
print("success")
```

Output:

```
ROUGH INPUTS, Ga acceptor in Si
binding energy = 70 meV
relative permittivity = 11.7
C11, C12, C44 = 166, 64, 80 GPa
density = 2330 kg/m^3
deformation potentials b, d = -1.5, -4.0 eV
spin-orbit splitting = 44 meV
MODE
hydrogenic radius a = 0.879 nm
participation volume = 17.07 nm^3
ball radius R = 1.597 nm
coupling V = 0.939 eV/nm
stiffness K = 455.0 N/m
mass M = 5.305e-24 kg
angular frequency = 9.262e+12 rad/s
phonon quantum = 6.096 meV
STATIC RESULT
E_JT = 0.1552 meV = 2.487e-23 J
strain at the trough = 2.070e-04
displacement Q0 = 0.331 pm
vertical gap between pairs = 0.6210 meV
QUANTUM RESULT
E_JT / phonon quantum = 0.0255
zero-point strain, one component = 6.485e-04
zero-point / trough strain = 3.13
vibronic lowering, diagonalized = 0.3031 meV
weak-coupling value 2 E_JT = 0.3105 meV
first vibronic excitation = 5.819 meV
strong test: E_JT = 6.0 quanta
  lowering, diagonalized = 6.48796 quanta
  lowering, formula = 6.48958 quanta
KRAMERS CHECKS
J=2 smallest gap, general strain = 0.0380 meV
static lower pair split, g=1, 1 T = 0.1737 meV
NEGLECTED EFFECTS
trigonal static gain, ball = 0.2346 meV
best gain over all traceless strains = 0.2346 meV
tetragonal gain, continuous crystal = 0.0680 meV
trigonal gain, continuous crystal = 0.1250 meV
continuum/ball, tetragonal = 0.438
split-off mixing shift = 0.0378 meV
shear speed = 4.68 km/s
leakage scale hbar v/R = 1.928 meV
pair gap from stray strain 1e-4 = 0.300 meV
thermal energy at 4.2 K = 0.362 meV
thermal energy at 300 K = 25.85 meV
success
```
